# Separating Nitrogen from Carbon Monoxide by Non-Negative Least Squares

## The decision and the settings behind it

The chamber of an exposure tool has been pumped down, and the residual-gas spectrum shows a strong peak at mass 28. If the gas is nitrogen, one looks for a leaking purge valve. If it is carbon monoxide, one looks for outgassing or for carbon being oxidized. The choice rests on a linear fit with three settings: which masses enter, which gases are allowed, and whether pressures are constrained to be non-negative. This guide derives what each setting does to the answer.

The two molecules differ in mass by 0.01123 u, so separating their parent peaks directly needs a resolving power of about 2490. An analyser with unit mass resolution records one peak. The fit here separates the gases by their fragments: electron impact produces N$^+$ at mass 14 from nitrogen, and C$^+$ at mass 12 from carbon monoxide.

Masses 12, 14 and 28 suffice if no other gas contributes to them. Methane contributes to 12 and 14, and carbon dioxide to 12 and 28. In their presence the fit needs further masses that identify them.

## The model

Let $p_g\ge 0$ be the partial pressure of gas $g$ and $y_m$ the ion current at mass $m$. At low pressure the currents add:
$$y_m=\sum_g A_{mg}p_g+\text{noise}.$$
The matrix $A$ holds the sensitivities, assumed known. The noise is independent from peak to peak, with zero mean and known standard deviation $\sigma_m$. Dividing each row by $\sigma_m$ gives $B_{mg}=A_{mg}/\sigma_m$ and $b_m=y_m/\sigma_m$, whose noise has unit variance. The estimate minimizes
$$f(p)=\tfrac12|Bp-b|^2,\qquad p\ge0 .$$
The misfit is $\chi^2=2f$. Pressures are in nTorr and currents in fA.

The example uses rough typical cracking patterns for 70 eV electrons, a nitrogen sensitivity of 100 fA/nTorr ($10^{-4}$ A/Torr), and $\sigma_m=5$ fA at every mass. The main peaks of CO, H$_2$O, CH$_4$ and CO$_2$ are given sensitivities of 1.05, 0.9, 1.6 and 1.4 relative to nitrogen. These factors are rough. The methane column sums to three times the nitrogen column, although the total ionization cross-section of methane at 70 eV is only about 1.4 times that of nitrogen, so a real analyser may give about half as much methane current per nTorr. The methane effects below scale with its current. The columns of $A$, in fA/nTorr, are:

| mass | N$_2$ | CO | H$_2$O | CH$_4$ | CO$_2$ |
|---|---|---|---|---|---|
| 12 | 0 | 4.72 | 0 | 4.80 | 8.40 |
| 14 | 7.00 | 0.63 | 0 | 25.6 | 0 |
| 15 | 0 | 0 | 0 | 136 | 0 |
| 16 | 0 | 1.79 | 0.99 | 160 | 11.9 |
| 17 | 0 | 0 | 20.7 | 0 | 0 |
| 18 | 0 | 0 | 90.0 | 0 | 0 |
| 28 | 100 | 105 | 0 | 0 | 15.4 |
| 44 | 0 | 0 | 0 | 0 | 140 |

## What the fragments contribute

Take nitrogen and carbon monoxide alone, and use their parent currents $x_N=100\,p_N$ and $x_C=105\,p_C$ as unknowns. Then
$$y_{12}=c\,x_C,\qquad y_{14}=n\,x_N+d\,x_C,\qquad y_{28}=x_N+x_C,$$
with fragment fractions $c=0.045$, $n=0.07$ and $d=0.006$. With weights $w_m=1/\sigma_m^2$, the matrix $G$ of the normal equations has the elements
$$G_{NN}=w_{14}n^2+w_{28},\quad G_{CC}=w_{12}c^2+w_{14}d^2+w_{28},\quad G_{NC}=w_{14}nd+w_{28}.$$
In $G_{NN}G_{CC}-G_{NC}^2$ the terms $w_{14}^2n^2d^2$ and $w_{28}^2$ cancel. The terms in $w_{14}w_{28}$ combine as $n^2+d^2-2nd$, which leaves
$$\det G=w_{12}w_{14}c^2n^2+w_{12}w_{28}c^2+w_{14}w_{28}(n-d)^2 .$$
If mass 28 alone is kept, $w_{12}=w_{14}=0$ and the determinant vanishes: the data fix the sum and say nothing about the split.

The covariance of the unconstrained estimate is $G^{-1}$, so $\mathrm{Var}\,x_N=G_{CC}/\det G$, $\mathrm{Var}\,x_C=G_{NN}/\det G$, and the covariance is $-G_{NC}/\det G$. When mass 28 is measured precisely, $w_{28}$ dominates. All three numerators tend to $w_{28}$ and cancel that factor in the determinant:
$$\mathrm{Var}\,x_N=\mathrm{Var}\,x_C=\frac{1}{w_{12}c^2+w_{14}(n-d)^2},$$
with covariance equal to minus this value. The errors are then perfectly anticorrelated: what one gas gains, the other loses.

For equal noise $\sigma$ define $D=c^2+(n-d)^2=0.045^2+0.064^2=0.00612$. The standard deviation is $\sigma/\sqrt D=5/0.0782=63.9$ fA, or 0.64 nTorr of nitrogen. The noise of a single peak has been magnified thirteenfold.

Two rules follow for this limit. Extra measuring time belongs on the fragments, since $w_{28}$ has dropped out. And a unit of weight is worth $(n-d)^2=0.0041$ at mass 14 but $c^2=0.0020$ at mass 12. If an ion source gave $n=d$, mass 14 would lose its value for the split.

## What the constraint means

Define $g=B^T(b-Bp)$, the negative gradient of $f$. For any other composition $q$, expanding the square gives
$$f(q)-f(p)=\tfrac12|B(q-p)|^2-g^T(q-p).$$
A non-negative $p$ is a minimizer exactly when
$$g_j=0\ \text{ if }p_j>0,\qquad g_j\le0\ \text{ if }p_j=0 .$$
These conditions are necessary. If $g_j>0$, raising $p_j$ slightly lowers $f$; if $g_j<0$ while $p_j>0$, lowering it does. They are also sufficient: they make $g^Tp=0$ and $g^Tq\le0$ for every $q\ge0$, so
$$f(q)-f(p)\ge\tfrac12|B(q-p)|^2\ge0 .$$
If the columns of $B$ are linearly independent, the middle term is positive for $q\ne p$, and the minimizer is unique. It exists because $f$ then grows without bound as $|p|$ grows. For an absent gas, $g_j\le0$ says that adding a little of it would not improve the fit.

A small case shows why this differs from replacing negative results by zero. Let the currents at masses 12, 14 and 28 be $-4$, 143 and 2000 fA, the first being a noise excursion after background subtraction. The unconstrained two-gas fit gives 20.61 nTorr of nitrogen and $-0.58$ nTorr of carbon monoxide. With carbon monoxide held at zero, least squares gives
$$p_N=\frac{7\times143+100\times2000}{7^2+100^2}=20.00\ \text{nTorr}.$$
The residuals are $-4$, 2.99 and $-0.21$ fA, so
$$g_C=\frac{4.72(-4)+0.63(2.99)+105(-0.21)}{25}\approx-1.56\ \text{nTorr}^{-1}.$$
It is negative, so this is the constrained minimum, with $f=0.50$. Clipping the negative pressure but keeping 20.61 nTorr of nitrogen predicts 2061 fA at mass 28, where 2000 fA was measured, and $f$ rises to 74.2. The nitrogen value had been compensating for the negative carbon monoxide and must be fitted again.

## How the active-set algorithm finds the minimum

Start with $p=0$ and no gas admitted. Each pass does the following.

1. Compute $g$. If no excluded gas has $g_j>0$, stop. Otherwise admit the gas with the largest $g_j$.
2. Solve unconstrained least squares on the admitted gases; call the result $z$, with zeros for the others.
3. If all admitted entries of $z$ are positive, set $p=z$ and end the pass.
4. Otherwise move from $p$ towards $z$ by the fraction
$$\alpha=\min_{z_i\le0}\frac{p_i}{p_i-z_i},$$
with the minimum taken over the admitted gases only. There the first pressure reaches zero. Remove each gas that has reached zero and return to step 2.

The newly admitted gas $j$ first receives a positive pressure. At the start of the pass $g_i=0$ for the gases already admitted, because $p$ is their least-squares solution, and $p_j=0$. Hence $g^T(z-p)=g_jz_j$. Since $g_j>0$, admitting $j$ permits a decrease, so $f(z)<f(p)$. The expansion of $f$ then requires
$$g_jz_j>\tfrac12|B(z-p)|^2>0,$$
and therefore $z_j>0$.

Every gas that blocks the first move thus had positive pressure, so $0<\alpha\le1$. Because $f$ is convex,
$$f(p+\alpha(z-p))\le(1-\alpha)f(p)+\alpha f(z)<f(p).$$
After the removal, the current point is still available to least squares on the smaller set, so later moves within the pass cannot raise $f$. The remaining gases have positive pressure, so later values of $\alpha$ are positive too. Each removal shrinks the set, so the inner loop ends. The set cannot become empty, because $f$ would then return to $f(0)$, which is not below its value at the start of the pass.

At the end of each pass, $p$ is the unique least-squares solution for its set, with a strictly lower $f$ than before. No set can therefore recur. The number of sets is finite, so the algorithm stops, and its stopping condition is the optimality condition. In floating-point arithmetic "positive" is judged against a small tolerance.

As a test, 300 random problems with eight masses and five gases were also solved by trying every subset of gases. The minimizers agreed in all 300. The random data were not built from a physical composition, and 299 unconstrained solutions had a negative entry. Clipping failed in all 299; deleting all negative gases at once and refitting failed in 230. Deletion can fail in two ways: the refit may bring new negative entries, and a gas that is negative beside another may be positive once that other is removed. These counts describe the random problems, not the failure rate for real spectra.

## A five-gas spectrum

The synthetic spectrum contains 20 nTorr N$_2$, 10 CO, 50 H$_2$O, 2 CH$_4$ and 3 CO$_2$. With noise, the currents at masses 12, 14, 15, 16, 17, 18, 28 and 44 are 81.9, 190.3, 272.3, 421.0, 1029.5, 4503.7, 3101.9 and 418.3 fA.

Water enters first, then carbon monoxide, methane, carbon dioxide and finally nitrogen. Carbon monoxide precedes the more abundant nitrogen because mass 28 dominates both gradients: it contributes $105\times3101.9/25=13\,028$ to $g_C$ but $100\times3101.9/25=12\,408$ to $g_N$. The order of admission is not an order of abundance. Until nitrogen enters, carbon monoxide has to account for nearly all of mass 28, and $f$ stands at 476. The last pass lowers it to 1.22.

The result is $19.3\pm0.6$ nTorr of nitrogen and $10.7\pm0.6$ nTorr of carbon monoxide, or $2.6\times10^{-6}$ and $1.4\times10^{-6}$ Pa. Both lie about one standard deviation from the true values, in opposite directions. The correlation is $-0.997$. The summed parent current is known to 5.0 fA, the noise of one peak, although each part is uncertain by about 63 fA. These figures assume noise that does not grow with peak height. If each peak also fluctuates independently by 1% of its current, the correlation falls to $-0.90$ and the standard deviation of nitrogen rises to 0.67 nTorr; with 3% they become $-0.64$ and 0.94 nTorr. The misfit $\chi^2=2.44$ suits eight peaks and five unknowns, which leave three degrees of freedom.

The uncertainties come from the covariance matrix $K=(B^TB)^{-1}$. When no constraint acts, $g=0$ gives $p=KB^Tb$; unit noise in $b$ then has covariance $KB^TBK=K$. In 4000 simulated spectra the scatter was 0.625 nTorr for nitrogen and 0.596 for carbon monoxide, against 0.627 and 0.598 from $K$.

## Choosing the masses

Removing peaks from the same five-gas fit, with the noise held fixed, changes the standard deviation of nitrogen as follows:

- all eight masses: 0.63 nTorr;
- without mass 12: 0.76 nTorr;
- without mass 14: 1.09 nTorr;
- without both: 4.55 nTorr.

Mass 14 is the more valuable, as the two-gas formula predicted. The last case remains solvable because carbon monoxide has a weak O$^+$ fragment, 0.017 of its parent, at mass 16. Methane also lies there and must be subtracted using mass 15. That fixes methane to $5/136=0.037$ nTorr, which means $160\times0.037=5.9$ fA at mass 16. Combined with that peak's own noise this gives $\sqrt{5^2+5.9^2}=7.7$ fA, and $7.7/0.017\approx450$ fA of parent current, or 4.5 nTorr. The matrix has full rank, but the answer is of little use. Full rank guarantees uniqueness, not precision, so the standard deviations should be read before the pressures.

## Choosing the gases

Suppose an unmodelled gas adds currents $h_m$. Since $p=KB^Tb$ is linear in the data, the pressures shift by $\delta p=KB^T(h/\sigma)$, with the division made row by row, as long as no constraint acts.

For the three-peak fit with precise mass 28, insert $x_C=y_{28}-x_N$. The residuals at masses 12 and 14 become
$$y_{12}-cy_{28}+cx_N,\qquad y_{14}-dy_{28}-(n-d)x_N .$$
Setting the derivative of the sum of their squares to zero gives
$$c(y_{12}-cy_{28}+cx_N)-(n-d)\left[y_{14}-dy_{28}-(n-d)x_N\right]=0 .$$
Solving for $x_N$ and replacing the currents by their changes,
$$\delta x_N=\frac{(n-d)(h_{14}-dh_{28})+c(ch_{28}-h_{12})}{D},\qquad \delta x_C=h_{28}-\delta x_N .$$
Extra current at mass 14 is read as nitrogen, and extra current at mass 12 as carbon monoxide.

The 2 nTorr of methane adds 9.6 fA at mass 12 and 51.2 fA at mass 14. Therefore
$$\delta x_N=\frac{0.064\times51.2-0.045\times9.6}{0.00612}\approx465\ \text{fA},$$
a false 4.65 nTorr of nitrogen. The noise-free three-peak fit indeed returns 24.65 nTorr of nitrogen and 5.58 of carbon monoxide. Ignoring carbon dioxide alone gives 18.27 and 12.09 nTorr. Ignoring both gives 22.92 and 7.68: the errors partly cancel.

The misfit does not follow that cancellation. Averaged over the noise, unmodelled current adds 55.57 to $\chi^2$ for methane, 14.05 for carbon dioxide and 125.49 for both. Three peaks and two unknowns leave a single residual combination, in which the two gases add: $(\sqrt{55.57}+\sqrt{14.05})^2\approx125.5$. A large $\chi^2$ therefore warns that the model is wrong, for instance that a gas is missing, but does not measure the error in the split.

Include a gas when it could contribute noticeably at any mass used in the fit, and include a mass that identifies it. If oxygen is visible at mass 32, the model needs its column and that peak, because its O$^+$ fragment adds to mass 16. Argon contributes negligibly to the eight masses, so its peak at mass 40 can point to an air leak while the split is practically unaffected by leaving argon out.

## Reading a carbon monoxide pressure near zero

Suppose carbon monoxide is absent while the other gases are far from zero. Let $u$ be the unconstrained estimate. Because the gradient vanishes at $u$,
$$f(p)=f(u)+\tfrac12(p-u)^TK^{-1}(p-u).$$
If $u_C\ge0$, then $p=u$. If $u_C<0$, then $p_C=0$, and the gradient must vanish for all other gases. Thus $K^{-1}(p-u)$ has only a carbon monoxide component, $\lambda$, and $p_i-u_i=\lambda K_{iC}$. Setting $p_C=0$ gives $\lambda=-u_C/K_{CC}$. Both cases are contained in
$$p_N=u_N-k\min(u_C,0),\qquad k=K_{NC}/K_{CC}.$$

For Gaussian noise, $u_C$ has zero mean and standard deviation $\sigma_C=\sqrt{K_{CC}}$. The mean reading is
$$\langle p_C\rangle=\int_0^\infty\frac{u\,e^{-u^2/2\sigma_C^2}}{\sqrt{2\pi}\,\sigma_C}\,du=\frac{\sigma_C}{\sqrt{2\pi}}=0.24\ \text{nTorr}.$$
The mean of $\min(u_C,0)$ is the negative of this, so nitrogen shifts on average by $k\sigma_C/\sqrt{2\pi}=-0.25$ nTorr. The constraint introduces a bias.

It also reduces the scatter. Write the unconstrained nitrogen error as $ku_C+r$, where $r$ is independent of $u_C$ and has variance $K_{NN}-K_{NC}^2/K_{CC}$. The constrained error is $k\max(u_C,0)+r$. Half of the variance of $u_C$ comes from positive values, so the mean-square error is
$$\frac{k^2K_{CC}}2+K_{NN}-\frac{K_{NC}^2}{K_{CC}}=K_{NN}-\frac{K_{NC}^2}{2K_{CC}} .$$
Its root is 0.445 nTorr, against 0.63 for clipping, which leaves nitrogen uncorrected. In 4000 simulated spectra the mean reading was 0.250 nTorr, about two standard errors above the formula, and the root-mean-square nitrogen error was 0.458.

A small positive reading is therefore not evidence of carbon monoxide. A one-sided 5% false-alarm rate requires a threshold of $1.645\,\sigma_C=0.98$ nTorr; the simulated rate was 5.4%. When many spectra are averaged, average the currents before fitting: averaging constrained pressures retains the bias.

## The example beside a real tool

A total pressure of 85 nTorr dominated by water serves here as an illustration of an unbaked high-vacuum chamber; the composition in a particular tool has to be measured. The fit reports the gas in the ion source: carbon monoxide produced at a hot filament or desorbed from the source surfaces is counted with that of the chamber. In an EUV tool with hydrogen flowing, the pressure is far higher and this model does not apply as it stands. At 85 nTorr and 300 K the mean free path is about 600 m for a molecular diameter of 0.37 nm, and about 400 m in pure water vapour, so gas collisions in the analyser are negligible. Shot noise is at most 0.85 fA for one second per peak, small beside 5 fA.

Of five further errors tried on the five-gas fit, the largest comes from assuming fixed cracking patterns, which in fact depend on the ion source and its settings. If nitrogen's true 14/28 ratio is 10% above the assumed value, nitrogen is overestimated by 1.43 nTorr and carbon monoxide underestimated by 1.36. These are 7% and 14% of their true pressures, and more than twice the random error. An equal error in the carbon monoxide 12/28 ratio moves nitrogen by $-0.33$ nTorr. Unmodelled ethane at 0.5 nTorr, taken as 75 fA at mass 28, adds 0.44 to nitrogen and 0.30 to carbon monoxide. A 10 fA current of surface-desorbed O$^+$ moves nitrogen by $-0.19$, and a 2 fA baseline offset by 0.05.

None of these five errors adds more than 2.6 to $\chi^2$, whose own standard deviation for three degrees of freedom is $\sqrt6\approx2.4$. One spectrum with a good misfit cannot exclude them. By linearity, a nitrogen ratio 10% below the assumed value creates about 1.36 nTorr of false carbon monoxide, above the alarm threshold.

This sets the order of work. Measure the nitrogen 14/28 ratio on the instrument itself, with pure nitrogen admitted. At 20 nTorr it must be known to about $10\%\times0.63/1.43\approx4\%$ for its effect to equal the random error. Averaging spectra reduces the noise but leaves this error unchanged. Any other current at mass 14 acts the same way, so the methane 14/16 ratio comes next. A 10% error in it is 5.1 fA and moves nitrogen by 0.52 nTorr; a true ratio of 0.20 instead of 0.16 moves nitrogen by 1.3 nTorr while adding only about 2 to $\chi^2$. The full fits and comparisons are in the numerical output below.

## Numbers as computed

```
N2-CO mass difference 0.01123 u, resolving power needed 2492
N2 sensitivity 100 fA/nTorr, peak noise 5.0 fA
Sensitivities in fA/nTorr; clean, measured, fitted currents in fA
mass       N2      CO     H2O     CH4     CO2   clean    meas     fit
  12     0.00    4.72    0.00    4.80    8.40    82.0    81.9    85.1
  14     7.00    0.63    0.00   25.60    0.00   197.5   190.3   192.9
  15     0.00    0.00    0.00  136.00    0.00   272.0   272.3   270.3
  16     0.00    1.79    0.99  160.00   11.90   423.1   421.0   422.2
  17     0.00    0.00   20.70    0.00    0.00  1035.0  1029.5  1035.5
  18     0.00    0.00   90.00    0.00    0.00  4500.0  4503.7  4502.3
  28   100.00  105.00    0.00    0.00   15.40  3096.2  3101.9  3101.7
  44     0.00    0.00    0.00    0.00  140.00   420.0   418.3   418.0
pass 1: H2O, f = 201031.74
pass 2: CO+H2O, f = 7670.89
pass 3: CO+H2O+CH4, f = 3878.00
pass 4: CO+H2O+CH4+CO2, f = 476.29
pass 5: N2+CO+H2O+CH4+CO2, f = 1.22
gas: true, fitted, std formula, std sampled (nTorr)
N2    20.00  19.331   0.627   0.625
CO    10.00  10.692   0.598   0.596
H2O   50.00  50.025   0.054   0.054
CH4    2.00   1.988   0.024   0.024
CO2    3.00   2.986   0.036   0.036
chi2 2.44 (3 degrees of freedom), N2-CO correlation -0.9968
std of summed N2+CO parent current 5.03 fA
without mass (12,): std N2 0.757, CO 0.723 nTorr
without mass (14,): std N2 1.090, CO 1.037 nTorr
without mass (12, 14): std N2 4.548, CO 4.332 nTorr
two-gas parent-current std, precise-28 formula 63.91 fA
3-peak fit, CH4 ignored: N2 24.65, CO 5.58 nTorr, chi2 55.57
3-peak fit, CO2 ignored: N2 18.27, CO 12.09 nTorr, chi2 14.05
3-peak fit, CH4+CO2 ignored: N2 22.92, CO 7.68 nTorr, chi2 125.49
hand case currents at 12, 14, 28: [  -4.  143. 2000.] fA
  unconstrained N2 20.608, CO -0.579 nTorr
  constrained N2 20.002, CO 0.000 nTorr, g_CO -1.56 /nTorr
  f: clipped 74.18, constrained 0.50
CO absent (nTorr): formula, sampled
  mean CO reading 0.239, 0.250
  mean N2 shift -0.249, -0.261
  N2 rms error 0.445, 0.458; clipping 0.628
  CO alarm level 0.984, false alarms 5.4 %
random problems 300, with negative free solution 299: clip wrong 299, delete-once wrong 230
neglected effect: shift of N2, CO (nTorr), chi2 added
  N2 14/28 ratio +10 %: +1.425, -1.355, 2.56
  CO 12/28 ratio +10 %: -0.331, +0.317, 0.61
  ethane 0.5 nTorr: +0.438, +0.296, 0.44
  desorbed O+ 10 fA at 16: -0.192, +0.183, 1.61
  baseline +2 fA: +0.054, -0.034, 0.32
largest shot noise, 1 s per peak: 0.85 fA
total pressure 85 nTorr, mean free path at 300 K, diameter 0.37 nm: 601 m
```
